# Ginzburg–Landau Profile and Energy of an Uncharged 180° Ferroelectric Wall: test program

```python
"""
Result under test: the 180-degree ferroelectric wall of the free-energy density
    f = -A P^2/2 + b P^4/4 + (g/2) (dP/dx)^2 ,   A, b, g > 0,
with P parallel to the wall plane (no bound charge), is
    P = P0 tanh(x/delta),  P0 = sqrt(A/b),  delta = sqrt(2 g/A),
    sigma = (2 sqrt(2)/3) sqrt(g) A^(3/2) / b   (energy per area),
and it is the profile of least energy.
SI units inside the program; x is the wall normal.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, k as k_B, e as e_charge
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf


def wall_formulas(A, b, g):
    """Derived domain polarization, tanh length and wall energy."""
    return (np.sqrt(A / b), np.sqrt(2 * g / A),
            2 * np.sqrt(2) / 3 * np.sqrt(g) * A**1.5 / b)


def relax_half_wall(A, b, g, step, n, on_plane=True, depol=0.0):
    """Stationary odd profile on x > 0 by Newton steps, outer end free.
    on_plane: a grid plane sits at x = 0; otherwise x = 0 is midway.
    depol: extra coefficient of P^2/2. The start is not a tanh."""
    x = step * (np.arange(1, n + 1) - (0.0 if on_plane else 0.5))
    P0 = np.sqrt(A / b)
    P = P0 * x / np.sqrt(x**2 + g / A)
    c = g / step**2
    for _ in range(100):
        left = np.concatenate(([0.0 if on_plane else -P[0]], P[:-1]))
        right = np.concatenate((P[1:], [P[-1]]))
        residual = (depol - A) * P + b * P**3 - c * (right - 2 * P + left)
        band = np.zeros((3, n))
        band[0, 1:] = -c
        band[2, :-1] = -c
        band[1] = depol - A + 3 * b * P**2 + 2 * c
        band[1, -1] -= c
        if not on_plane:
            band[1, 0] += c
        change = solve_banded((1, 1), band, -residual)
        P = P + change
        if np.max(np.abs(change)) < 1e-10 * P0:
            return x, P
    raise RuntimeError("Newton iteration did not converge")


def energy_parts(P_half, A, b, g, step, on_plane=True):
    """Local excess and gradient energy per area of the whole odd profile."""
    middle = [0.0] if on_plane else []
    P = np.concatenate((-P_half[::-1], middle, P_half))
    P0 = np.sqrt(A / b)
    floor = -A * P0**2 / 2 + b * P0**4 / 4
    local = step * np.sum(-A * P**2 / 2 + b * P**4 / 4 - floor)
    gradient = g / 2 * np.sum(np.diff(P)**2) / step
    return local, gradient


# Example parameters: rough values in the regime of lithium tantalate
P0 = 0.50             # C/m^2
chi = 40.0            # soft-mode susceptibility along z
eps_b = 5.0           # background permittivity
eps_n = 50.0          # permittivity along the wall normal
g = 1.0e-10           # J m^3/C^2
T_use, T_hot, T_c = 300.0, 400.0, 900.0
cell = 0.5e-9         # lattice plane spacing, m
modulus, strain0 = 250e9, 0.01   # Pa, spontaneous strain
A = 1 / (2 * epsilon_0 * chi)
b = A / P0**2
P0_check, delta, sigma = wall_formulas(A, b, g)

# Susceptibility of a domain from its response to a small field
E_small = 1e4
P_up, P_down = [brentq(lambda P: -A * P + b * P**3 - E, 0.8 * P0, 1.2 * P0,
                       xtol=1e-15) for E in (E_small, -E_small)]
chi_response = (P_up - P_down) / (2 * E_small * epsilon_0)
assert abs(chi_response / chi - 1) < 1e-4

# The tanh satisfies the stationarity equation identically
xs, As, bs, gs = sp.symbols("x A b g", positive=True)
Ps = sp.sqrt(As / bs) * sp.tanh(xs * sp.sqrt(As / (2 * gs)))
assert sp.simplify(sp.expand(-As * Ps + bs * Ps**3
                             - gs * sp.diff(Ps, xs, 2))) == 0

# Relaxed walls against the formulas, for three parameter sets
A_hot = A * (T_c - T_hot) / (T_c - T_use)
step, n = 4e-12, 3000
relaxed = []
for A_i, b_i, g_i in ((A, b, g), (A_hot, b, g), (A, 2 * b, 3 * g)):
    P0_i, delta_i, sigma_i = wall_formulas(A_i, b_i, g_i)
    x, P = relax_half_wall(A_i, b_i, g_i, step, n)
    local, gradient = energy_parts(P, A_i, b_i, g_i, step)
    delta_num = P0_i * step / P[0]
    width90 = 2 * np.interp(0.9 * P0_i, P, x)
    deviation = np.max(np.abs(P / P0_i - np.tanh(x / delta_i)))
    assert deviation < 2e-4
    assert abs(delta_num / delta_i - 1) < 2e-4
    assert abs(width90 / (2 * np.arctanh(0.9) * delta_i) - 1) < 3e-4
    assert abs((local + gradient) / sigma_i - 1) < 2e-4
    assert abs(local / gradient - 1) < 1e-3
    relaxed.append((delta_num, local, gradient, width90, deviation))
delta_num, local, gradient, width90, deviation = relaxed[0]
hot_delta = relaxed[1][0] / delta_num
hot_sigma = (relaxed[1][1] + relaxed[1][2]) / (local + gradient)
t_ratio = (T_c - T_hot) / (T_c - T_use)
assert abs(hot_delta / t_ratio**-0.5 - 1) < 3e-4
assert abs(hot_sigma / t_ratio**1.5 - 1) < 3e-4

# Any other profile costs more, by the integral of a square
xg = np.linspace(-8e-9, 8e-9, 160001)
u = xg / 0.5e-9
trial_excess = []
for shape in (erf(u), np.tanh(u) + u * np.exp(-u**2)):
    P = P0 * shape
    slope = np.gradient(P, xg)
    density = (-A * P**2 / 2 + b * P**4 / 4 + A * P0**2 / 4
               + g / 2 * slope**2)
    excess = np.trapezoid(density, xg) if hasattr(np, "trapezoid") \
        else np.trapz(density, xg)
    excess -= sigma
    mismatch = (np.sqrt(g / 2) * slope
                - np.sqrt(b / 4) * (P0**2 - P**2))**2
    square = np.sum(mismatch) * (xg[1] - xg[0])
    assert excess > 0 and abs(excess - square) < 1e-5 * sigma
    trial_excess.append(excess / sigma)
overshoot = np.max(shape)
assert overshoot > 1.05

# Head-to-head orientation: same start, with the depolarizing term
depol = 1 / (epsilon_0 * eps_b)
_, P_head = relax_half_wall(A, b, g, step, n, depol=depol)
assert depol > A and np.max(np.abs(P_head)) < 1e-8 * P0
tilt = np.radians(1.0)
tilt_field = P0 * np.sin(tilt) / (epsilon_0 * eps_n)

# Lattice discreteness: wall on a plane or midway between planes
lattice_energy = {}
for on_plane in (True, False):
    _, P = relax_half_wall(A, b, g, cell, 40, on_plane=on_plane)
    assert P[0] > 0 and np.all(np.diff(P) > -1e-9 * P0)
    lattice_energy[on_plane] = sum(energy_parts(P, A, b, g, cell, on_plane))
barrier = lattice_energy[True] - lattice_energy[False]
assert barrier > 0

# Elastic clamping: energy by quadrature over P, width by relaxation
def clamped_root(p):
    total = (b / 4 * P0**4 + modulus / 2 * strain0**2) * (1 - p**2)**2
    return P0 * np.sqrt(2 * g * total)


sigma_clamped = quad(clamped_root, -1, 1)[0]
b_clamped = b + 2 * modulus * strain0**2 / P0**4
A_clamped = b_clamped * P0**2
x, P = relax_half_wall(A_clamped, b_clamped, g, step, n)
delta_clamped = P0 * step / P[0]
sigma_relaxed = sum(energy_parts(P, A_clamped, b_clamped, g, step))
assert abs(sigma_relaxed / sigma_clamped - 1) < 2e-4
assert abs(delta_clamped / delta - np.sqrt(b / b_clamped)) < 3e-4

# Thermal wandering of a free square wall: equipartition, mode by mode
side = 100e-9
m = int(round(side / cell))
q = 2 * np.pi * np.fft.fftfreq(m, d=cell)
q2 = (q[:, None]**2 + q[None, :]**2).ravel()[1:]
wander = np.sqrt(k_B * T_use / (sigma * side**2) * np.sum(1 / q2))

print("INPUTS (rough, lithium tantalate regime)")
print(f"domain polarization P0          {P0*100:.1f} uC/cm2")
print(f"soft susceptibility chi         {chi:.0f}")
print(f"background permittivity         {eps_b:.0f}")
print(f"permittivity along normal       {eps_n:.0f}")
print(f"gradient coefficient g          {g:.2e} J m3/C2")
print(f"temperatures use, hot, Tc       {T_use:.0f}, {T_hot:.0f}, {T_c:.0f} K")
print("COEFFICIENTS")
print(f"A = 1/(2 eps0 chi)              {A:.4e} J m/C2")
print(f"b = A/P0^2                      {b:.4e} J m5/C4")
print(f"chi from small-field response   {chi_response:.4f}")
print(f"barrier density A^2/(4b)        {A**2/(4*b)/1e6:.2f} MJ/m3")
print("WALL")
print(f"delta, formula                  {delta*1e9:.4f} nm")
print(f"delta, relaxed profile          {delta_num*1e9:.4f} nm")
print(f"tangent width 2 delta           {2*delta*1e9:.4f} nm")
print(f"-90% to +90% width, relaxed     {width90*1e9:.4f} nm")
print(f"largest |P - tanh|/P0           {deviation:.1e}")
print(f"sigma, formula                  {sigma*1e3:.3f} mJ/m2")
print(f"sigma, formula                  {sigma/e_charge*1e-18:.4f} eV/nm2")
print(f"sigma, relaxed profile          {(local+gradient)*1e3:.3f} mJ/m2")
print(f"local part, relaxed             {local*1e3:.3f} mJ/m2")
print(f"gradient part, relaxed          {gradient*1e3:.3f} mJ/m2")
print("TRIAL PROFILES (length 0.5 nm)")
print(f"erf profile, extra energy       {100*trial_excess[0]:.2f} %")
print(f"overshooting profile, extra     {100*trial_excess[1]:.2f} %")
print(f"its largest P/P0                {overshoot:.3f}")
print("NEGLECTED EFFECTS")
print(f"head-to-head: 1/(eps0 eps_b)/A  {depol/A:.2f}")
print(f"head-to-head: P0/(eps0 eps_b)   {P0*depol/1e8:.1f} MV/cm")
print(f"head-to-head: relaxed max|P|/P0 {np.max(np.abs(P_head))/P0:.1e}")
print(f"field at 1 degree wall tilt     {tilt_field/1e8:.3f} MV/cm")
print(f"lattice plane spacing           {cell*1e9:.2f} nm")
print(f"lattice sigma, on a plane       {lattice_energy[True]*1e3:.3f} mJ/m2")
print(f"lattice sigma, between planes   {lattice_energy[False]*1e3:.3f} mJ/m2")
print(f"lattice barrier                 {barrier*1e3:.3f} mJ/m2")
print(f"lattice barrier / sigma         {100*barrier/sigma:.2f} %")
print(f"clamping: modulus, strain       {modulus/1e9:.0f} GPa, {strain0:.3f}")
print(f"clamping: b ratio               {b_clamped/b:.4f}")
print(f"clamping: change of sigma       {100*(sigma_clamped/sigma-1):+.2f} %")
print(f"clamping: change of delta       {100*(delta_clamped/delta-1):+.2f} %")
print(f"heating to 400 K: delta         {100*(hot_delta-1):+.2f} %")
print(f"heating to 400 K: sigma         {100*(hot_sigma-1):+.2f} %")
print(f"wall side for wandering         {side*1e9:.0f} nm")
print(f"rms thermal wandering, 300 K    {wander*1e9:.3f} nm")
print("tests ok")
```

Printed output:

```
INPUTS (rough, lithium tantalate regime)
domain polarization P0          50.0 uC/cm2
soft susceptibility chi         40
background permittivity         5
permittivity along normal       50
gradient coefficient g          1.00e-10 J m3/C2
temperatures use, hot, Tc       300, 400, 900 K
COEFFICIENTS
A = 1/(2 eps0 chi)              1.4118e+09 J m/C2
b = A/P0^2                      5.6470e+09 J m5/C4
chi from small-field response   40.0000
barrier density A^2/(4b)        88.24 MJ/m3
WALL
delta, formula                  0.3764 nm
delta, relaxed profile          0.3764 nm
tangent width 2 delta           0.7528 nm
-90% to +90% width, relaxed     1.1083 nm
largest |P - tanh|/P0           6.4e-06
sigma, formula                  88.561 mJ/m2
sigma, formula                  0.5528 eV/nm2
sigma, relaxed profile          88.561 mJ/m2
local part, relaxed             44.280 mJ/m2
gradient part, relaxed          44.281 mJ/m2
TRIAL PROFILES (length 0.5 nm)
erf profile, extra energy       0.85 %
overshooting profile, extra     29.91 %
its largest P/P0                1.131
NEGLECTED EFFECTS
head-to-head: 1/(eps0 eps_b)/A  16.00
head-to-head: P0/(eps0 eps_b)   112.9 MV/cm
head-to-head: relaxed max|P|/P0 3.9e-26
field at 1 degree wall tilt     0.197 MV/cm
lattice plane spacing           0.50 nm
lattice sigma, on a plane       87.926 mJ/m2
lattice sigma, between planes   75.766 mJ/m2
lattice barrier                 12.160 mJ/m2
lattice barrier / sigma         13.73 %
clamping: modulus, strain       250 GPa, 0.010
clamping: b ratio               1.1417
clamping: change of sigma       +6.85 %
clamping: change of delta       -6.41 %
heating to 400 K: delta         +9.54 %
heating to 400 K: sigma         -23.93 %
wall side for wandering         100 nm
rms thermal wandering, 300 K    0.195 nm
tests ok
```
